# High-Frequency Moments of the Hubbard Self-Energy, Green's Function and Hybridization: test program

```python
"""
Result under test: for H = sum h_ij c+_i c_j + sum U_i n_i,up n_i,dn,
  Sigma = U n + U^2 n (1-n) / z + O(1/z^2),  n = density of the OPPOSITE spin,
together with the first three moments of G and of the hybridization Delta.
h contains minus the chemical potential mu; z is a complex frequency.
G(z) = M0/z + M1/z^2 + M2/z^3 + ...,  Delta(z) = D1/z + D2/z^2 + D3/z^3 + ...
Energies are in units of the hopping t (t = 1); temperature T includes k_B.
Reference values come from exact diagonalization and contour integrals.
"""
import numpy as np
from scipy.optimize import brentq


def annihilators(sites):
    """Jordan-Wigner matrices, indexed as [spin][site]."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for mode in range(2 * sites):
        op = np.eye(1)
        for other in range(2 * sites):
            factor = (parity if other < mode else
                      lower if other == mode else np.eye(2))
            op = np.kron(op, factor)
        result.append(op)
    return [result[:sites], result[sites:]]


class ExactModel:
    """Grand-canonical exact diagonalization of a small interacting system."""

    def __init__(self, h, U, T):
        self.h, self.U = h, U
        self.sites = len(U)
        self.c = annihilators(self.sites)
        self.num = [[a.T @ a for a in self.c[s]] for s in (0, 1)]
        self.H = sum(U[i] * self.num[0][i] @ self.num[1][i]
                     for i in range(self.sites))
        for s in (0, 1):
            for i in range(self.sites):
                for j in range(self.sites):
                    self.H = self.H + h[s][i, j] * self.c[s][i].T @ self.c[s][j]
        E, S = np.linalg.eigh(self.H)
        p = np.exp(-(E - E[0]) / T)
        p /= p.sum()
        self.rho = (S * p) @ S.T
        self.weight = (p[:, None] + p[None, :]).ravel()
        self.pole = (E[None, :] - E[:, None]).ravel()
        self.amp = [np.array([(S.T @ a @ S).ravel() for a in self.c[s]])
                    for s in (0, 1)]
        self.n = np.array([[self.average(x) for x in self.num[s]]
                           for s in (0, 1)])

    def average(self, op):
        return np.sum(self.rho * op.T)

    def green(self, z, s):
        return (self.amp[s] * (self.weight / (z - self.pole))) @ self.amp[s].T

    def sigma(self, z, s):
        return z * np.eye(self.sites) - self.h[s] - np.linalg.inv(self.green(z, s))


def laurent(function, highest, radius=40.0, points=128):
    """Coefficients of z^0, z^-1, ..., z^-highest from a circle around all poles."""
    zs = radius * np.exp(2j * np.pi * (np.arange(points) + 0.5) / points)
    values = np.array([function(z) for z in zs])
    return [np.tensordot(zs**k, values, axes=(0, 0)).real / points
            for k in range(highest + 1)]


# ---- Polarized inhomogeneous cluster: opposite-spin rule and locality ----
h_base = np.array([[-1.5, -1.0, 0.4], [-1.0, -2.0, -0.7], [0.4, -0.7, -0.5]])
field = np.diag([0.6, -0.3, 0.2])
cluster = ExactModel([h_base - field, h_base + field],
                     np.array([3.0, 5.0, 2.0]), 0.5)
cluster_tail = []
for s in (0, 1):
    h, U, n_opp = cluster.h[s], cluster.U, cluster.n[1 - s]
    comm = []
    for i in range(3):
        direct = cluster.c[s][i] @ cluster.H - cluster.H @ cluster.c[s][i]
        formula = sum(h[i, j] * cluster.c[s][j] for j in range(3))
        formula = formula + U[i] * cluster.num[1 - s][i] @ cluster.c[s][i]
        assert np.allclose(direct, formula, atol=1e-11)
        comm.append(direct)
    M2_comm = np.array([[cluster.average(a @ b.T + b.T @ a) for b in comm]
                        for a in comm])
    G_coef = laurent(lambda z: cluster.green(z, s), 3)
    Un = np.diag(U * n_opp)
    assert np.allclose(G_coef[1], np.eye(3), atol=1e-9)
    assert np.allclose(G_coef[2], h + Un, atol=1e-8)
    assert np.allclose(G_coef[3], M2_comm, atol=1e-7)
    assert np.allclose(G_coef[3], h @ h + h @ Un + Un @ h
                       + np.diag(U**2 * n_opp), atol=1e-7)
    S_coef = laurent(lambda z: cluster.sigma(z, s), 2)
    assert np.allclose(S_coef[0], Un, atol=1e-9)
    assert np.allclose(S_coef[1], np.diag(U**2 * n_opp * (1 - n_opp)), atol=1e-8)
    cluster_tail.append(S_coef)
assert abs(cluster.n[0, 0] - cluster.n[1, 0]) > 0.01

# ---- Triangular lattice band: k-space moments against real-space walks ----
L = 12
k1, k2 = np.meshgrid(2 * np.pi * np.arange(L) / L, 2 * np.pi * np.arange(L) / L)
band = (-2 * (np.cos(k1) + np.cos(k2) + np.cos(k1 - k2))).ravel()
m1, m2, m3, m4 = [np.mean(band**k) for k in (1, 2, 3, 4)]
hop = np.zeros((36, 36))
for x in range(6):
    for y in range(6):
        for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1), (1, -1), (-1, 1)):
            hop[6 * x + y, 6 * ((x + dx) % 6) + (y + dy) % 6] = -1.0
walks = [np.linalg.matrix_power(hop, k)[0, 0] for k in (1, 2, 3, 4)]
assert np.allclose([m1, m2, m3, m4], walks, atol=1e-10)

# ---- Impurity whose two-level bath carries the three lattice moments ----
U, mu, T = 8.0, 1.0, 0.5
level = m1 - mu


def delta_moments(n):
    a, s1 = level + U * n, U**2 * n * (1 - n)
    return np.array([m2, m2 * a + m3,
                     m2 * (a**2 + s1) + 2 * a * m3 + m4 - m2**2])


def build_impurity(n):
    D = delta_moments(n)
    centre = D[1] / D[0]
    spread = np.sqrt(D[2] / D[0] - centre**2)
    energies = np.array([centre - spread, centre + spread])
    V = np.sqrt(D[0] / 2)
    h = np.array([[level, V, V], [V, energies[0], 0], [V, 0, energies[1]]])
    return ExactModel([h, h], np.array([U, 0.0, 0.0]), T), energies, V


n = brentq(lambda x: build_impurity(x)[0].n[0, 0] - x, 0.001, 0.999, xtol=1e-14)
imp, bath, V = build_impurity(n)
assert abs(imp.n[0, 0] - n) < 1e-10 and abs(imp.n[1, 0] - n) < 1e-10
a, s1 = level + U * n, U**2 * n * (1 - n)


def sigma_imp(z):
    return imp.sigma(z, 0)[0, 0]


test_matrix = imp.sigma(1.3 + 2.0j, 0)
test_matrix[0, 0] = 0
assert np.max(np.abs(test_matrix)) < 1e-9

G_imp = laurent(lambda z: imp.green(z, 0)[0, 0], 3)
S_imp = laurent(sigma_imp, 2)
assert np.allclose(G_imp[1:], [1, a, a**2 + s1 + m2], atol=1e-7)
assert np.allclose(S_imp[:2], [U * n, s1], atol=1e-8)

# Next coefficient contains a density-assisted hybridization average K.
identity = np.eye(64)
K = sum(V * imp.average((2 * imp.num[0][0] - identity)
                        @ imp.c[1][0].T @ imp.c[1][p]) for p in (1, 2))
S2_atomic_part = s1 * (level + U * (1 - n))
assert abs(S_imp[2] - S2_atomic_part - U**2 * K) < 1e-6


# ---- Lattice step: Delta from its definition, using the impurity Sigma ----
def green_lattice(z):
    return np.mean(1 / (z + mu - band - sigma_imp(z)))


def delta_lattice(z):
    return z - level - sigma_imp(z) - 1 / green_lattice(z)


D_lat = laurent(delta_lattice, 4)
D_bath = [np.sum(V**2 * bath**k) for k in range(4)]
G_lat = laurent(green_lattice, 3)
assert abs(D_lat[0]) < 1e-9
assert np.allclose(D_lat[1:4], delta_moments(n), atol=1e-6)
assert np.allclose(D_lat[1:4], D_bath[:3], atol=1e-6)
assert np.allclose(G_lat[1:], G_imp[1:], atol=1e-6)

# ---- Order of the remainder of the two-term self-energy tail ----


def remainder(w):
    return sigma_imp(1j * w) - U * n - s1 / (1j * w)


offset = [abs((1j * w)**2 * remainder(w) - S_imp[2]) for w in (200.0, 400.0)]
assert abs(offset[0] / offset[1] - 2) < 0.1


# ---- Density from truncated Matsubara sums ----
def densities(green, count, M1):
    w = (2 * np.arange(count) + 1) * np.pi * T
    real_part = np.array([green(1j * x).real for x in w])
    plain = 0.5 + 2 * T * np.sum(real_part)
    corrected = 0.5 - M1 / (4 * T) + 2 * T * np.sum(real_part + M1 / w**2)
    return plain, corrected


count = 50
n_plain, n_corr = densities(lambda z: imp.green(z, 0)[0, 0], count, a)
assert abs(n_corr - n) < 1e-4
assert abs(n_corr - n) < 0.1 * abs(n_plain - n)
n_lat = densities(green_lattice, 1000, a)[1]

# ---- Output ----
print("Energy unit: hopping t; densities are per spin")
print("CLUSTER: U_i [t] =", cluster.U, " T [t] = 0.5")
print("h without field [t]:", h_base.tolist())
print("field, -for up +for down [t]:", np.diag(field))
print("n_up:", np.round(cluster.n[0], 6))
print("n_down:", np.round(cluster.n[1], 6))
for s, name in enumerate(("up", "down")):
    print(f"Sigma_0 {name}, diagonal [t]:",
          np.round(np.diag(cluster_tail[s][0]), 6))
    print(f"Sigma_1 {name}, diagonal [t^2]:",
          np.round(np.diag(cluster_tail[s][1]), 6))
off = max(np.max(np.abs(x[1] - np.diag(np.diag(x[1])))) for x in cluster_tail)
print(f"largest off-diagonal Sigma_1 [t^2]: {off:.1e}")
print(f"LATTICE: U = {U} t, mu = {mu} t, T = {T} t, mesh {L} x {L}")
print(f"band mean m1 = {abs(m1):.4f} t, m2 = {m2:.4f} t^2")
print(f"m3 = {m3:.4f} t^3, m4 = {m4:.4f} t^4")
print(f"impurity level e = {level:.4f} t")
print(f"impurity density n = {n:.8f}")
print(f"bath energies [t]: {bath[0]:.6f}, {bath[1]:.6f}")
print(f"each bath coupling V = {V:.6f} t")
print(f"a = e + U n = {a:.6f} t")
print(f"Sigma_0: contour {S_imp[0]:.6f}, U n {U*n:.6f} t")
print(f"Sigma_1: contour {S_imp[1]:.6f}, U^2 n(1-n) {s1:.6f} t^2")
print(f"Sigma_2: contour {S_imp[2]:.6f} t^3")
print(f"Sigma_2 parts: atomic {S2_atomic_part:.6f}, U^2 K {U**2*K:.6f} t^3")
print(f"K = {K:.6f} t")
print(f"G moments: M0 {G_imp[1]:.6f}, M1 {G_imp[2]:.6f} t, M2 {G_imp[3]:.6f} t^2")
for k in range(4):
    print(f"Delta_{k+1} [t^{k+2}]: lattice {D_lat[k+1]:.5f}, bath {D_bath[k]:.5f}")
for index in (5, 20, 80):
    w = (2 * index + 1) * np.pi * T
    value = sigma_imp(1j * w)
    print(f"w = {w:.4f} t: Sigma = {value.real:.6f} {value.imag:+.6f} i t")
    print(f"  tail imaginary part {-s1/w:.6f} t, |error| {abs(remainder(w)):.3e} t")
print(f"offset of z^2*remainder from Sigma_2, w=200,400 t: "
      f"{offset[0]:.5f}, {offset[1]:.5f} t^3")
print(f"density sum, {count} positive frequencies: plain {n_plain:.8f}")
print(f"density sum with M1 tail: {n_corr:.8f}")
print(f"errors: plain {n_plain-n:.3e}, with M1 tail {n_corr-n:.3e}")
print(f"lattice density, 1000 positive frequencies: {n_lat:.6f}")
print("all assertions hold")
```

Output:

```
Energy unit: hopping t; densities are per spin
CLUSTER: U_i [t] = [3. 5. 2.]  T [t] = 0.5
h without field [t]: [[-1.5, -1.0, 0.4], [-1.0, -2.0, -0.7], [0.4, -0.7, -0.5]]
field, -for up +for down [t]: [ 0.6 -0.3  0.2]
n_up: [0.861326 0.214007 0.599102]
n_down: [0.154113 0.762858 0.284461]
Sigma_0 up, diagonal [t]: [0.462339 3.814289 0.568922]
Sigma_1 up, diagonal [t^2]: [1.17326  4.522645 0.814171]
Sigma_0 down, diagonal [t]: [2.583979 1.070036 1.198204]
Sigma_1 down, diagonal [t^2]: [1.074989 4.205204 0.960715]
largest off-diagonal Sigma_1 [t^2]: 8.6e-15
LATTICE: U = 8.0 t, mu = 1.0 t, T = 0.5 t, mesh 12 x 12
band mean m1 = 0.0000 t, m2 = 6.0000 t^2
m3 = -12.0000 t^3, m4 = 90.0000 t^4
impurity level e = -1.0000 t
impurity density n = 0.40234156
bath energies [t]: -4.296754, 4.734219
each bath coupling V = 1.732051 t
a = e + U n = 2.218732 t
Sigma_0: contour 3.218732, U n 3.218732 t
Sigma_1: contour 15.389621, U^2 n(1-n) 15.389621 t^2
Sigma_2: contour 71.518600 t^3
Sigma_2 parts: atomic 58.192274, U^2 K 13.326325 t^3
K = 0.208224 t
G moments: M0 1.000000, M1 2.218732 t, M2 26.312395 t^2
Delta_1 [t^2]: lattice 6.00000, bath 6.00000
Delta_2 [t^3]: lattice 1.31239, bath 1.31239
Delta_3 [t^4]: lattice 122.62479, bath 122.62479
Delta_4 [t^5]: lattice 501.25483, bath 80.34050
w = 17.2788 t: Sigma = 3.021178 -0.785472 i t
  tail imaginary part -0.890667 t, |error| 2.238e-01 t
w = 64.4026 t: Sigma = 3.201780 -0.236418 i t
  tail imaginary part -0.238959 t, |error| 1.714e-02 t
w = 252.8982 t: Sigma = 3.217616 -0.060810 i t
  tail imaginary part -0.060853 t, |error| 1.118e-03 t
offset of z^2*remainder from Sigma_2, w=200,400 t: 3.46631, 1.73541 t^3
density sum, 50 positive frequencies: plain 0.40683262
density sum with M1 tail: 0.40233668
errors: plain 4.491e-03, with M1 tail -4.879e-06
lattice density, 1000 positive frequencies: 0.372897
all assertions hold
```
